Born effective charge from polarization and from force in an electric field

## First half: polarization, enthalpy and the two derivatives

An insulating crystal has cell volume Ω. Its cores carry charges eQ_κ and sit at positions τ_κ, where κ labels the sublattices and e > 0; an electron has charge −e. All atoms of sublattice κ can be displaced together by a vector u_κ. A uniform macroscopic field ℰ can also act. It is the cell average of the total electric field, so it already includes any depolarizing field. The cell is neutral, its shape is fixed, and the electrons are spin paired.

Two measurements are possible. In the first, a sublattice is displaced at constant ℰ and the change of polarization P is recorded. In the second, the cores are held still, ℰ is changed, and the change of force on an atom is recorded. Parts (a) to (e) relate the two for a general insulator. Parts (f) to (j) follow them through a model that can be solved by both roads.

**(a) For a crystal that is periodic along x with period a, express the dipole per cell, M = ΩP, through the Bloch states. Show that its change measures transported charge, and find what remains ambiguous.**

**Solution.** Write a Bloch state as ψ_k(x) = exp(ikx) φ_k(x), with φ_k periodic in x and normalized over one cell. Choose its phase so that ψ_k is smooth and periodic in k with period 2π/a. With the normalization

⟨ψ_k'|ψ_k⟩ = (2π/a) δ(k − k'),

the Wannier function

w(x) = (a/2π) ∮ ψ_k(x) dk

has unit norm. To find its centre, use x exp(ikx) = −i ∂_k exp(ikx) and integrate by parts. The boundary term is the difference of ψ_k at the two ends of the zone, which vanishes, so

x w(x) = (a/2π) ∮ exp(ikx) i∂_k φ_k(x) dk.

Taking the overlap with w and using the normalization above to remove one k integral gives

x_w = ⟨w|x|w⟩ = (a/2π) ∮ i⟨φ_k|∂_k φ_k⟩ dk.

The integral is a Berry phase. Each occupied band n contributes a centre x_n that holds two electrons, so

M = e (Σ_κ Q_κ τ_κ − 2 Σ_n x_n).

In three dimensions each component of P is obtained from such integrals along one reciprocal-lattice direction, averaged over the other components of k.

A static formula becomes a polarization only if its change equals the charge that flows. Let the cores move slowly, at ℰ = 0, and let each Wannier function evolve into W_n(t) under the Schrödinger equation. The W_n and their lattice translates remain an orthonormal basis of the occupied space. The electron velocity summed over the occupied states, per cell and per spin, is therefore

Σ_n ⟨W_n|v|W_n⟩ = Σ_n ⟨W_n|(i/ħ)[H,x]|W_n⟩ = (d/dt) Σ_n ⟨W_n|x|W_n⟩.

The first equality is the definition of velocity and the second is the equation of motion. Multiplying by −2e and adding the core current shows that dM/dt is the current integrated over the cell. For a sweep lasting a time T, a gap keeps the occupied space within order 1/T of the instantaneous ground-state space. The sum of centres depends only on the occupied space, up to the ambiguity found next, so for large T the ground-state formula gives the transported charge.

Replace the occupied φ_nk by combinations formed with a unitary matrix V(k), periodic in k, and write det V = exp(−iθ(k)). The sum of i⟨φ_n|∂_k φ_n⟩ changes by i tr(V†∂_k V) = ∂_k θ. Its integral is 2π times an integer m, because det V returns to its starting value. The sum of centres thus shifts by ma, and M by −2mea. Assigning a core to the neighbouring cell shifts M by eQ_κ a. Both shifts are discrete, so they cannot vary along a continuous path on which the gap stays open. They drop out of every derivative of M taken on one branch.

**(b) The electrons adjust to both u and ℰ. Find a function whose first derivatives are the dipole and the force, and state when it exists.**

**Solution.** Let y denote a set of real parameters that specify the occupied states, with orthonormality built in and mere phase changes left out. The potential energy of the cell's charges in the field is −ℰ·M: a core contributes −eQ_κ ℰ·τ_κ, and an electron in a Wannier function contributes +eℰ·⟨w|r|w⟩. Neutrality makes the sum independent of the origin. Define

G(u, ℰ, y) = E_tot(u, y) − ℰ·M(u, y),

where E_tot is the energy per cell without the field term. It may contain electron–electron interaction in a variational mean-field form. The electronic state y*(u, ℰ) makes G stationary:

∂G/∂y_i = 0 for every i.

The value at this point is the electric enthalpy 𝓕(u, ℰ) = G(u, ℰ, y*). Its derivative with respect to a field component is

∂𝓕/∂ℰ_α = −M_α + Σ_i (∂G/∂y_i)(∂y_i*/∂ℰ_α) = −M_α,

since stationarity removes the sum. In the same way

∂𝓕/∂u_κβ = ∂G/∂u_κβ at fixed y = −F_κβ.

The last equality identifies the force. When all N atoms of the sublattice move by du in a crystal of N cells, the enthalpy changes by N d𝓕, while the work done by the N equal forces is N F·du. Hence F_κ is the force on one atom. Written out,

F_κβ = −∂E_tot/∂u_κβ + Σ_α ℰ_α ∂M_α/∂u_κβ, both at fixed y.

If y refers to a basis fixed in space, M depends explicitly on u only through the cores, and the last term is eQ_κ ℰ_β. If the basis functions travel with the atoms, the electrons they carry also enter that term. In a complete basis the total force is the same, provided that all explicit dependence on u is kept. In an incomplete basis the two choices are different approximations, and their forces can differ.

Two conditions are needed. First, y* must respond smoothly, which requires the matrix G_ij = ∂²G/∂y_i∂y_j to be invertible. For independent electrons at ℰ = 0, mixing a small amplitude η of an empty state c into an occupied state v raises the energy by 2(E_c − E_v)|η|², so a gap suffices. With self-consistent interaction one must also assume that the electronic state is stable, so that no eigenvalue of G_ij passes through zero.

Second, an infinite insulator in a nonzero field has no true ground state, because electrons can lower their energy by tunnelling far enough along the field. The state meant here is the one continued from ℰ = 0. On a mesh of N_k points the Berry phase represents a ring of length N_k a, and a local minimum can be expected while |ℰ|N_k a, in volts, is well below the gap in electronvolts. This is a cautious estimate, not a sharp limit. Derivatives at ℰ = 0 need only an arbitrarily weak field.

**(c) Show that the two measurements give the same charge, and identify where the electronic response enters each of them.**

**Solution.** The enthalpy is smooth under the conditions of part (b), so the order of differentiation does not matter:

∂M_α/∂u_κβ = −∂²𝓕/∂u_κβ ∂ℰ_α = −∂²𝓕/∂ℰ_α ∂u_κβ = ∂F_κβ/∂ℰ_α.

Dividing by e and setting ℰ = 0 defines the Born effective charge, a number in units of e:

Z*_κ,αβ = (Ω/e) ∂P_α/∂u_κβ at fixed ℰ = (1/e) ∂F_κβ/∂ℰ_α at fixed u.

The first index belongs to polarization and field, the second to displacement and force. The identity compares two measurements with the same pair αβ. It does not state that the tensor is symmetric under exchange of α and β.

The equality can also be followed term by term. Take one component of each vector and let subscripts on G and M denote partial derivatives, with repeated electronic indices summed. Differentiating the condition G_i = 0 along u gives

G_iu + G_ij dy_j/du = 0, so dy_i/du = −(G⁻¹)_ij G_ju.

Differentiating it along ℰ, with ∂G_i/∂ℰ = −M_i, gives

−M_i + G_ij dy_j/dℰ = 0, so dy_i/dℰ = (G⁻¹)_ij M_j.

The polarization road then yields

dM/du = M_u + M_i dy_i/du = M_u − M_i (G⁻¹)_ij G_ju.

For the force road, F = −G_u and ∂G_u/∂ℰ = −M_u, so

dF/dℰ = M_u − G_ui dy_i/dℰ = M_u − G_ui (G⁻¹)_ij M_j.

The two results agree because G_ij is a symmetric matrix. In the first road the displacement disturbs the electrons and their dipole is read. In the second the field disturbs them and their pull on the atom is read. The response term is absent from the force itself but present in the derivative of the force.

The argument also shows how the equality can be lost. If the electronic state is not stationary, the expression −∂G/∂u at fixed y is no longer the derivative of the enthalpy. If the gap closes along the path, neither the branch of M nor y* can be followed.

**(d) Relate the sublattice result to the motion of one atom, and find the sum of the charges over the cell.**

**Solution.** Displace every atom of sublattice κ by a small du along β in a crystal of N cells, at fixed ℰ. The total dipole changes by N e Z*_κ,αβ du. To first order this is the sum of the changes caused by moving each atom separately. The N contributions are equal by translation symmetry, so one atom moved alone changes the total dipole by

dM_α(total) = e Z*_κ,αβ du.

The result requires boundaries that keep ℰ fixed. In a finite sample with free surfaces the depolarizing field reduces the change by a factor that depends on the shape of the sample. The change includes charge displaced on neighbouring atoms. The Born charge is therefore a property of the response of the surroundings as well as of the atom, and it need not equal the charge found on the site.

Now translate all sublattices by the same du. Cores and electrons move together, so M changes by the net charge of the cell times du. That charge is zero, hence

Σ_κ Z*_κ,αβ = 0.

By part (c) the same statement says that a uniform field exerts no net force on a neutral cell.

**(e) In a capacitor the electrodes may fix the displacement field D instead of ℰ. Find both derivatives for D, P and ℰ along one axis, normal to the electrodes.**

**Solution.** Along this axis D = ε0 ℰ + P. For small changes with the clamped-core electronic susceptibility χ,

dP = (eZ*/Ω) du + ε0 χ dℰ.

At fixed D, dℰ = −dP/ε0. Insertion gives (1 + χ) dP = (eZ*/Ω) du. With ε∞ = 1 + χ,

(Ω/e) ∂P/∂u at fixed D = Z*/ε∞.

For the force, hold u fixed. Then dD = ε0 ε∞ dℰ and dF = eZ* dℰ, so

(ε0/e) ∂F/∂D at fixed u = Z*/ε∞.

The two measurements again agree, on a charge reduced by electronic screening. An ideal capacitor with its metal plates joined, and without interface layers, holds ℰ = 0 and gives Z*. A film whose free plate charge cannot change holds D and gives Z*/ε∞. The phrase "at fixed macroscopic field" is thus part of the definition of the Born charge.

## Second half: a two-site chain followed by both roads

The symbols carried over are these. The displacement of a sublattice is u, the macroscopic field is ℰ, and the dipole per cell is M = e(Σ Q_κ τ_κ − 2x_w) for one doubly occupied band with Wannier centre x_w. The electronic state makes G = E_tot − ℰM stationary. The force on an atom is F = −∂G/∂u at fixed electronic parameters, and the Born charge is Z = (1/e)∂M/∂u = (1/e)∂F/∂ℰ at ℰ = 0.

The model is a chain of period a with two sites per cell, B at 0 and A at τ_A = a/2 + u. Each core has charge +e, and there are two electrons per cell. The site energies are −Δ on B and +Δ on A. An electron hops between neighbours at distance d with amplitude

t(d) = −t0 exp[−(d − a/2)/ℓ].

A site with n_j electrons has the mean-field repulsion energy U n_j²/4, which is U n↑n↓ with half the electrons in each spin. The position operator is taken as diagonal in the sites. Core–core repulsion is omitted; it does not depend on ℰ and cannot alter ∂F/∂ℰ.

**(f) Derive Z_A from the displacement derivative of the Berry phase.**

**Solution.** Let the occupied state at k have amplitudes v_B and v_A, periodic in k. Since n_j is twice the k average of |v_j|², varying U n_j²/4 adds U n_j/2 to the energy of site j. The Hamiltonian is

H_BB = −Δ + U n_B/2, H_AA = Δ + U n_A/2, H_BA = t1 + t2 exp(−ika),

with t1 = t(a/2 + u) inside the cell and t2 = t(a/2 − u) to the A site of the cell on the left. The cell-periodic function has amplitudes exp(−ikτ_j) v_j. Its k derivative brings down −iτ_j, so

x_w = ⟨ i⟨v|D_k v⟩ ⟩_k, D_k = ∂_k − iτ,

where τ is the diagonal matrix of site positions and ⟨ ⟩_k is the average over the zone.

Differentiate x_w with respect to u. The explicit change of τ_A gives ⟨|v_A|²⟩_k = n_A/2. The term i⟨v|∂_k ∂_u v⟩ is integrated by parts and becomes −i⟨∂_k v|∂_u v⟩. Together with i⟨∂_u v|∂_k v⟩ it makes −2 Im⟨∂_u v|∂_k v⟩. The change of v in ⟨v|τ|v⟩ gives 2 Re⟨∂_u v|τ v⟩, which equals −2 Im⟨∂_u v|(−iτ) v⟩. Therefore

∂x_w/∂u = n_A/2 − 2⟨Im⟨∂_u v|D_k v⟩⟩_k.

Insert the complete set formed by v and the empty state c. The v term is a product of two imaginary numbers and has no imaginary part. For the c term, differentiate Hv = E_v v and project on c:

⟨c|∂_u v⟩ = ⟨c|H_u|v⟩/(E_v − E_c), H_u = ∂H/∂u.

The same step for k, together with ⟨c|[τ,H]|v⟩ = (E_v − E_c)⟨c|τ|v⟩, gives

⟨c|D_k v⟩ = ⟨c|Y|v⟩/(E_v − E_c), Y = ∂_k H − i[τ,H].

With M/e = τ_A − 2x_w for these unit core charges and B at the origin,

Z_A = 1 − n_A + 4⟨ Im[⟨v|H_u|c⟩⟨c|Y|v⟩]/(E_c − E_v)² ⟩_k.

The part 1 − n_A is the static charge of the site, carried along rigidly. The rest is charge transferred between sites while A moves. Here H_u is the full derivative, including the self-consistent change of site energies:

H_u = h_u + (U/2) Σ_j (∂n_j/∂u) p_j,

where h_u contains the derivatives of t1 and t2, and p_j projects on site j.

**(g) Derive the same charge from the force in a field, and show that the different treatment of screening does no harm.**

**Solution.** At fixed amplitudes the field term +2eℰx_w in G has the u derivative eℰn_A, and the core term has −eℰ. Thus

F_A = −2⟨⟨v|h_u|v⟩⟩_k + eℰ(1 − n_A).

The bare h_u appears here, because site occupations are held fixed in this derivative.

The field changes v. For a variation δv orthogonal to v, integration by parts gives δx_w = 2⟨Re[i⟨δv|D_k v⟩]⟩_k. The field therefore acts between v and c through

X_cv = ie⟨c|D_k v⟩, with X_vc its complex conjugate.

It also changes the occupations, which adds the site-energy derivative s = (U/2) Σ_j (∂n_j/∂ℰ) p_j. Stationarity of G to first order in ℰ requires

(E_c − E_v)⟨c|∂v/∂ℰ⟩ + ⟨c|s|v⟩ + X_cv = 0.

For two Hermitian perturbations a and b define

K(a,b) = −4⟨ Re[a_vc b_cv]/(E_c − E_v) ⟩_k.

This is the change of 2⟨⟨v|a|v⟩⟩_k per unit strength of b. It is symmetric, because a_vc b_cv and b_vc a_cv are complex conjugates. The force road gives

Z_A = 1 − n_A − K(h_u, X + s)/e.

The displacement road can be written in the same language. From X_cv = −ie Y_cv/(E_c − E_v),

−K(H_u, X)/e = 4⟨Re[−i⟨v|H_u|c⟩⟨c|Y|v⟩]/(E_c − E_v)²⟩_k.

Since Re(−iz) = Im z, this is the transfer term of part (f). It remains to compare K(H_u, X) with K(h_u, X + s). Evaluate K(H_u, X + s) twice. Splitting H_u and using ∂n_j/∂ℰ = K(p_j, X + s) gives

K(H_u, X + s) = K(h_u, X + s) + (U/2) Σ_j (∂n_j/∂u)(∂n_j/∂ℰ).

Splitting X + s and using ∂n_j/∂u = K(p_j, H_u) gives

K(H_u, X + s) = K(H_u, X) + (U/2) Σ_j (∂n_j/∂ℰ)(∂n_j/∂u).

The sums are equal, so K(H_u, X) = K(h_u, X + s). One may screen the displacement and use the bare field, or screen the field and use the bare displacement. Screening both would count the interaction twice.

**(h) Take a = 5.0 Å, t0 = 1.5 eV, Δ = 2.0 eV, ℓ = 0.8 Å and U = 1.0 eV. Compare the static and Born charges at u = 0 and at u = 0.10 Å, and explain their difference.**

**Solution.** These are round model parameters and describe no particular material. At u = 0 the self-consistent occupation is n_A = 0.326, so the static charge is

1 − 0.326 = 0.674 e.

The Berry-phase derivative gives Z_A = 3.498 e, about five times as much. For the force road, an open chain of 40 cells was placed in a weak uniform field and the force on an A atom in the middle was differentiated. This model has no long-range interaction, so the applied field is also the macroscopic field. The result is again 3.498 e.

At u = 0.10 Å the static charge is 0.666 e and the transfer term of part (f) is 2.677 e. Their sum is

Z_A = 0.666 + 2.677 = 3.343 e.

The open-chain force gives 3.343 e for A and −3.343 e for B, as the sum rule of part (d) demands. Moving one A atom alone in the open chain changes its total dipole by the same 3.343 e per unit displacement. Both screened response formulas also return 3.343 e.

The large charge can be understood for weak hopping. Let g be the difference of the effective site energies of A and B, and let t0/g be small. A Wannier function centred on B at the origin has amplitudes −t1/g on the A site at a/2 + u and −t2/g on the A site at −(a/2 − u). To second order in hopping,

x_w = [t1²(a/2 + u) − t2²(a/2 − u)]/g².

At u = 0, t1² and t2² have the value t0² and the slopes −2t0²/ℓ and +2t0²/ℓ. The bracket vanishes there, so a change of g with u does not contribute. Hence

∂x_w/∂u = (2t0²/g²)(1 − a/ℓ).

The occupation of A is n_A = 2(t1² + t2²)/g² = 4t0²/g², so Z_A = 1 − 2∂x_w/∂u becomes

Z_A = 1 − n_A + n_A a/ℓ.

When A moves to the right, its bond on the right strengthens and its bond on the left weakens. More of the electron cloud of the right-hand B leans left onto A, and less of the cloud of the left-hand B leans right. Both changes carry electrons to the left, which adds to the dipole produced by a positive core moving right.

With the computed occupation the estimate is

0.674 + 0.326 × 5.0/0.8 = 2.71 e.

This is about 22.5% below the full value of 3.498 e, but it borrows the computed occupation. Here g = 2Δ − U(n_B − n_A)/2 = 3.33 eV, so the leading-order occupation 4t0²/g² would be 0.81 instead of 0.326, and the charge would be about 5.3 e. Hopping is thus not weak here: the expansion explains the sign and the mechanism, but it does not fix the size. The decrease of Z_A from 3.498 e to 3.343 e on displacement is a computed result for which this estimate, made at u = 0, offers no account.

A limiting case isolates the cause. If hopping does not depend on distance, h_u = 0 and the force formula leaves Z_A = 1 − n_A. A Berry-phase calculation with such hopping, at u = 0.10 Å, gives 0.674 e for both the Born and the static charge. In this model the excess over the static charge thus comes from the change of hopping with distance.

**(i) Check the identity at a nonzero field. Then find the polarization produced by u = 0.10 Å and the force in a field of 1 MV/cm.**

**Solution.** The Berry-phase enthalpy was made stationary on a mesh of 80 k points at u = 0.10 Å and ℰ = 0.002 V/Å. The potential drop around the corresponding ring is

0.002 V/Å × 80 × 5.0 Å = 0.8 V,

which in electronvolts is well below the gap of 3.42 eV and so meets the cautious estimate of part (b). Numerical differentiation of the enthalpy was tested against the dipole and the force. The derivatives ∂M/∂u and ∂F/∂ℰ both give 3.3401 e at this field. On the same mesh the zero-field value is 3.3428 e. The finite mesh lowers both numbers by about 0.0002 e. The field thus changes the charge by about 0.08% of its zero-field value, while the equality of the two derivatives persists.

For the polarization, follow one branch at zero field from u = 0:

ΔM = e ∫ Z_A(u') du', with u' from 0 to u.

Integrating the charges found from open-chain forces gives 0.3445 e·Å. The direct difference of Berry phases gives the same value. A charge held at its initial value would give

3.498 e × 0.10 Å = 0.3498 e·Å,

which is 1.5% above the full change. The error is small for a reason of symmetry. Inversion about a B site turns u into −u and reverses changes of M, so Z_A is even in u and has no linear term. The first correction to the linear estimate of ΔM is therefore cubic in u.

Let each chain occupy a cross-section of 25 Å², so that Ω = 125 Å³. Since 1 e/Å² = 1602 μC/cm²,

ΔP = (0.3445/125) × 1602 μC/cm² = 4.42 μC/cm².

A field of 1 MV/cm is 0.010 V/Å. To linear order it changes the force on an A atom in the polar geometry by

ΔF = 3.343 × 0.010 eV/Å = 33.4 meV/Å.

The static charge alone would give 0.666 × 0.010 eV/Å = 6.7 meV/Å. The rest of the change reaches the atom through its two bonds, whose pulls the field alters by redistributing the electrons.

**(j) Repeat both measurements in the polar geometry with D held fixed or used as the control variable.**

**Solution.** The chains are now taken to interact through the macroscopic field along their axis; other coupling between them is neglected. The field must satisfy

ℰ = D/ε0 − (P − P_ref)/ε0,

where P_ref is the polarization at u = 0.10 Å and ℰ = 0. Subtracting it moves the zero of D and has no effect on derivatives. It represents fixed compensating charge on the plates.

The change of the Berry-phase dipole with field at fixed cores gives ε∞ = 2.81. On the mesh of 80 points, part (e) then predicts

Z_A/ε∞ = 3.343/2.808 = 1.19 e.

The value 2.808 carries a mesh error of about 0.001 (the converged value is 2.809), which does not change the ratio at the digits shown.

Solving the field condition anew after each small displacement gives a dipole derivative of 1.19 e. Holding the cores and changing D/ε0 gives a force derivative of 1.19 e. When A moves at fixed D, the polarization it creates sets up an opposing field. That field polarizes the electrons backwards and leaves 36% of the change found at fixed ℰ.

The value of ε∞ depends on the chosen cross-section. A larger area per chain dilutes the dipoles, brings ε∞ towards 1 and brings the charges found under the two electrical conditions together. In the dense case they must be kept apart: a force computed with ℰ as the control variable gives the Born charge, and one computed with D gives the screened charge. The full set of values is listed in the numerical output.

Numbers as computed

```
lattice constant: 5.0 Angstrom
area per chain: 25.0 Angstrom^2
cell volume: 125.0 Angstrom^3
reference hopping size t0: 1.5 eV
site energies B, A: -2.0, 2.0 eV
hopping decay length: 0.8 Angstrom
site repulsion: 1.0 eV
polar displacement of A: 0.10 Angstrom
open-chain length: 40 cells
fine, medium, coarse k meshes: 1600, 200, 80 points
band gap, nonpolar: 3.3259 eV
band gap, polar: 3.4181 eV
electrons on A, nonpolar: 0.32586
electrons on A, polar: 0.33431
static charge of A, nonpolar: 0.67414 e
static charge of A, polar: 0.66569 e
Z_A from Berry phase, nonpolar: 3.49802 e
Z_A from open-chain force, nonpolar: 3.49802 e
Z_A from Berry phase, polar: 3.34296 e
Z_A from open-chain force, polar: 3.34296 e
Z_B from open-chain force, polar: -3.34296 e
Z_A from moving one atom, polar: 3.34296 e
charge-transfer part of Z_A, polar: 2.67727 e
Z_A, screened displacement response, polar: 3.34296 e
Z_A, screened field response, polar: 3.34296 e
Z_A, distance-independent hopping, polar: 0.67414 e
static charge, distance-independent hopping: 0.67414 e
finite test field: 0.0020 V/Angstrom
dipole derivative at test field, coarse mesh: 3.340058 e
force derivative at test field, coarse mesh: 3.340059 e
Z_A at zero field, coarse mesh, polar: 3.342780 e
dipole change from Berry phase: 0.344516 e*Angstrom
dipole change from integrated force charge: 0.344516 e*Angstrom
dipole change, linear estimate: 0.349802 e*Angstrom
polarization change: 4.4158 microC/cm^2
polarization, linear estimate: 4.4836 microC/cm^2
example field (1 MV/cm): 0.010 V/Angstrom
linear force on A in example field, polar: 33.430 meV/Angstrom
electronic dielectric constant, polar: 2.80782
Z_A/epsilon, coarse mesh: 1.19052 e
dipole derivative at fixed D: 1.19052 e
force derivative with D/epsilon0: 1.19052 e
```
